# Low-frequency noise from tunnelling traps spread uniformly in depth

## Problem

An insulating barrier contains traps at depths $x$ between $x_1=20$ and $x_2=35$ angstrom from a conducting reservoir, with uniform density $n=20$ per angstrom of depth. Each trap holds at most one electron, which it exchanges with the reservoir by elastic tunnelling. The measured signal is the number of trapped electrons.

The trap level lies $\Phi=3$ eV below the barrier top, 1 eV above the bottom of the reservoir band and 0.02 eV above the Fermi level. The thermal energy is $kT=0.025$ eV, and the effective mass is $m=0.5$ electron masses everywhere.

1. How does the relaxation time of a trap depend on its depth?
2. What is the noise spectrum of one trap, and of all traps together?
3. In which frequency range, if any, is the spectrum proportional to $1/f$, and how strong is it there?
4. Which assumptions does that law need?

The parameters are round model values. The algebra is in atomic units ($\hbar=m_e=e=1$). The model is one-dimensional, the level is spinless, the traps are independent, and lattice relaxation around a charged trap is left out. Spectra are one-sided: the integral of $S(f)$ over positive $f$ is the variance of the signal.

## First estimate by scaling

Under the barrier the electron's wavefunction decays as $e^{-\kappa x}$, with

$$\kappa=\sqrt{2m\Phi}.$$

A tunnelling rate goes as the square of an amplitude, so the relaxation time should be

$$\tau(x)=\tau_0e^{2\kappa x},$$

with $\tau_0$ still unknown. Equal steps in depth are then equal steps in $\ln\tau$, and the number of traps per unit of $\ln\tau$ is $n/(2\kappa)$.

A trap with mean occupation $p$ holds either 0 or 1 electron, so its variance is $p-p^2=p(1-p)$. Suppose that it delivers all this variance near $f\approx1/(2\pi\tau)$. The variance per unit of $\ln f$ is $f\,S(f)$, because $S\,df=fS\,d\ln f$. Hence

$$fS(f)\approx K,\qquad K=\frac{n\,p(1-p)}{2\kappa},$$

between two sharp edges set by the deepest and the shallowest trap.

For the numbers, $\kappa=\sqrt{2(0.5)(3/27.21)}=0.3320$ per bohr, or 0.6275 per angstrom, so $2\kappa=1.2549$ per angstrom. The Fermi function gives $p=1/(1+e^{0.02/0.025})=0.310$ and $p(1-p)=0.2139$. Therefore

$$K\approx\frac{20\times0.2139}{1.2549}=3.41 .$$

One decade in time takes $\ln10/(2\kappa)=1.835$ angstrom, so the 15 angstrom of traps span about 8.2 decades. The estimate leaves open where these decades lie and what the spectrum does near their ends.

## Exact solution

### The relaxation time of one trap

Let the reservoir occupy $z<0$, with potential zero, and the barrier $z>0$, with potential $V_0$. The trap is an attractive well $-g\,\delta(z-x)$. An electron that leaks out has a complex energy $E$ and an outgoing wave in the reservoir. Write $k'=\sqrt{2mE}$ and $q=\sqrt{2m(V_0-E)}$. Then

$$\psi=\begin{cases}e^{-ik'z}, & z<0\\ a\,e^{qz}+b\,e^{-qz}, & 0<z<x\\ c\,e^{-q(z-x)}, & z>x.\end{cases}$$

Continuity of $\psi$ and $\psi'$ at $z=0$ requires $a+b=1$ and $q(a-b)=-ik'$, so

$$a=\frac{q-ik'}{2q},\qquad b=\frac{q+ik'}{2q}.$$

At the trap $\psi$ is continuous, which gives $c=ae^{qx}+be^{-qx}$. Integrating the Schrödinger equation across the delta well gives $\psi'(x^+)-\psi'(x^-)=-2mg\,\psi(x)$, that is,

$$-q\left(ae^{qx}+be^{-qx}\right)-q\left(ae^{qx}-be^{-qx}\right)=-2mg\left(ae^{qx}+be^{-qx}\right).$$

The terms in $b$ cancel on the left, leaving $-2qa\,e^{qx}$. Division by $-2a\,e^{qx}$ yields

$$q=mg\left[1+\frac{q+ik'}{q-ik'}\,e^{-2qx}\right].$$

For a very deep trap the exponential vanishes and $q=mg$. This is the isolated level, so $mg=\kappa$. Let $k$ be the real reservoir wavenumber at that level. To first order in the exponential, $q=\kappa+\delta q$ with

$$\delta q=\kappa\,\frac{\kappa+ik}{\kappa-ik}\,e^{-2\kappa x}=\kappa\,\frac{(\kappa+ik)^2}{\kappa^2+k^2}\,e^{-2\kappa x}.$$

Since $E=V_0-q^2/2m$, the energy shifts by $\delta E=-\kappa\,\delta q/m$. The imaginary part of $(\kappa+ik)^2$ is $2\kappa k$, so

$$\operatorname{Im}E=-\frac{2\kappa^3k}{m(\kappa^2+k^2)}\,e^{-2\kappa x}.$$

The probability of finding the electron in the trap decays as $|e^{-iEt}|^2=e^{2\operatorname{Im}E\,t}$. The decay rate is therefore $\Gamma=-2\operatorname{Im}E$:

$$\Gamma(x)=\frac{4\kappa^3k}{m(\kappa^2+k^2)}\,e^{-2\kappa x}.$$

This confirms the exponential of the estimate and supplies its prefactor. It was tested against the complex root of the full set of matching conditions. At 10 angstrom the root gives a width of $3.6870\times10^{-5}$ eV and the formula $3.6871\times10^{-5}$ eV.

### From the decay rate to a telegraph signal

$\Gamma$ is the rate of escape into an empty reservoir. At the trap energy the reservoir states are filled with probability $p$. An electron can leave only into an empty state, so the emission rate is $\Gamma(1-p)$. Capture uses the same coupling but needs a filled state, so its rate is $\Gamma p$. This sequential picture requires $\Gamma\ll kT$, so that the Fermi function is constant across the level. The largest width here, at 20 angstrom, is $1.3\times10^{-10}$ eV, far below 0.025 eV.

Let $P(t)$ be the probability that the trap is filled. Then

$$\frac{dP}{dt}=\Gamma p\,(1-P)-\Gamma(1-p)P=-\Gamma(P-p).$$

The relaxation time is $\tau=1/\Gamma=\tau_0e^{2\kappa x}$, with

$$\tau_0=\frac{m(\kappa^2+k^2)}{4\kappa^3k}.$$

With $k=0.3623$ per angstrom, $(\kappa^2+k^2)/(4\kappa^3k)=1.466$ square angstrom, or 5.24 square bohr. Multiplying by $m=0.5$ gives 2.62 atomic units of time, so $\tau_0=6.33\times10^{-17}$ s.

### The spectrum of one trap

If the trap is filled at time zero, then $P(t)=p+(1-p)e^{-t/\tau}$. The product of the occupations at times 0 and $t$ is 1 only if both are 1, so its mean is $p\,P(t)$. Subtracting the squared mean $p^2$ gives the autocovariance

$$C(t)=p(1-p)\,e^{-|t|/\tau}.$$

For a one-sided spectrum, with $\omega=2\pi f$,

$$S_\tau(f)=4\int_0^\infty C(t)\cos\omega t\,dt .$$

The integral of $e^{-t/\tau}\cos\omega t$ is the real part of $1/(1/\tau-i\omega)$, which is $\tau/(1+\omega^2\tau^2)$. Hence

$$S_\tau(f)=\frac{4p(1-p)\,\tau}{1+\omega^2\tau^2}.$$

Its integral over $f$ is $4p(1-p)\times\frac{1}{2\pi}\times\frac{\pi}{2}=p(1-p)$, the variance, as the convention demands. A single trap thus gives a plateau followed by a fall as $1/f^2$, with no $1/f$ range.

### The spectrum of all traps

The covariances between independent traps vanish, so their spectra add. Averaged over trap positions, the sum is $\int n\,S_{\tau(x)}\,dx$. From $\tau=\tau_0e^{2\kappa x}$ follows $d\tau=2\kappa\tau\,dx$, or $dx=d\tau/(2\kappa\tau)$. The factor $1/\tau$ cancels the $\tau$ in the numerator of the Lorentzian:

$$S(f)=\frac{4n\,p(1-p)}{2\kappa}\int_{\tau_1}^{\tau_2}\frac{d\tau}{1+\omega^2\tau^2},$$

where $\tau_1=\tau(x_1)$ and $\tau_2=\tau(x_2)$. With $u=\omega\tau$ the integral becomes elementary:

$$S(f)=\frac{4K}{\omega}\left[\arctan(\omega\tau_2)-\arctan(\omega\tau_1)\right].$$

Define the cutoffs $f_{lo}=1/(2\pi\tau_2)$ and $f_{hi}=1/(2\pi\tau_1)$. There are three regimes.

- For $f\ll f_{lo}$ both arctangents equal their arguments, and $S=4K(\tau_2-\tau_1)$, a plateau.
- For $f_{lo}\ll f\ll f_{hi}$ the bracket tends to $\pi/2$, and $S=(4K/2\pi f)(\pi/2)=K/f$.
- For $f\gg f_{hi}$ use $\arctan y\approx\pi/2-1/y$. The constants cancel, and $S=4K(1/\tau_1-1/\tau_2)/\omega^2$.

The times are $5.03\times10^{-6}$ s at 20 angstrom and 753 s at 35 angstrom. The cutoffs are therefore $f_{hi}=3.16\times10^4$ Hz and $f_{lo}=2.11\times10^{-4}$ Hz.

## Comparison of the estimate with the solution

**Strength.** The estimate gave the correct coefficient $K$, although a Lorentzian is broad. The reason is that on a logarithmic frequency axis the curves $fS_\tau$ of different traps have the same shape and the same area $p(1-p)$. When equally shaped curves are spread evenly along the axis, with a spacing small compared with their width, the height of their sum is the area of one curve times their number per unit length. The width matters only near the ends.

$K$ contains neither cutoff. A slab from 18 to 40 angstrom with the same trap density gave the same spectrum at the middle frequency to about one part in ten thousand.

**Edges.** Since $\arctan y=\pi/2-\arctan(1/y)$ for positive $y$, the solution can be written as

$$\frac{fS(f)}{K}=1-\frac{2}{\pi}\left[\arctan\frac{f_{lo}}{f}+\arctan\frac{f}{f_{hi}}\right].$$

The second term is the shortfall relative to $K/f$. At either cutoff one arctangent is $\pi/4$ and the other is negligible, so the spectrum is half of the estimate. An explicit sum over 300 evenly spaced traps shows this:

| $f$ (Hz) | $S$ (1/Hz) | $fS/K$ |
|---|---|---|
| $2.11\times10^{-5}$ | $1.023\times10^{4}$ | 0.063 |
| $2.11\times10^{-4}$ | $8.06\times10^{3}$ | 0.500 |
| $2.11\times10^{-3}$ | $1.510\times10^{3}$ | 0.937 |
| 2.59 | 1.318 | 1.000 |
| $3.16\times10^{3}$ | $1.009\times10^{-3}$ | 0.937 |
| $3.16\times10^{4}$ | $5.39\times10^{-5}$ | 0.500 |
| $3.16\times10^{5}$ | $6.84\times10^{-7}$ | 0.063 |

The last column is symmetric because replacing $f$ by $f_{lo}f_{hi}/f$ exchanges the two arctangents. On a logarithmic axis $fS$ is thus even about $\sqrt{f_{lo}f_{hi}}=2.59$ Hz. Its derivative vanishes there, and the logarithmic slope of $S$ is $-1$ at that frequency.

The shortfall is 10 percent where one arctangent equals $0.05\pi$. This happens at $f_{lo}/\tan(0.05\pi)=1.335\times10^{-3}$ Hz and at $f_{hi}\tan(0.05\pi)=5.01\times10^{3}$ Hz. Of the 8.2 decades between the cutoffs, about 6.6 therefore follow $1/f$ to within 10 percent. This holds for evenly spaced traps and for the average over random trap positions; a single random sample scatters more, as shown below.

**Total noise.** A pure $1/f$ law has a logarithmically divergent integral at both ends. Here the variance is finite, $300\times0.2139=64.2$, and integrating the summed spectrum gives the same value. The estimate placed all of it between the cutoffs, since $K\ln(f_{hi}/f_{lo})=n\,p(1-p)(x_2-x_1)$. The solution places 93.8 percent there.

The missing part can be derived. A trap with corner frequency $f_c=1/(2\pi\tau)$ has the fraction $(2/\pi)\arctan(f_{lo}/f_c)$ of its variance below $f_{lo}$. Let $L=\ln(f_{hi}/f_{lo})=18.8$. Averaging over evenly distributed $\ln f_c$, with $v=f_{lo}/f_c$ and the lower limit $e^{-L}$ replaced by zero, gives

$$\frac{2}{\pi L}\int_0^1\frac{\arctan v}{v}\,dv=\frac{2}{\pi L}\left(1-\frac19+\frac1{25}-\dots\right)=\frac{2\times0.916}{\pi\times18.8}=0.031 .$$

By symmetry the same fraction lies above $f_{hi}$, which makes 6.2 percent in all.

**Simulated signals.** Random telegraph signals with random depths, and times spread over two decades, were also Fourier transformed directly. Their mean spectrum divided by the arctangent law was 0.98, 1.00 and 1.04 in three frequency bands, within the 10 percent allowed for a finite sample.

## What the $1/f$ law needs

The law requires a number of traps per unit of $\tau$ proportional to $1/\tau$. Here uniform depth and exponential times supply it together. They are sufficient, but any other combination with the same distribution of $\tau$ would serve as well. Below, each is changed while the other is kept.

**Uniform depth.** Let the density vary as $e^{\eta x}$. Because $e^{\eta x}=(\tau/\tau_0)^s$ with $s=\eta/(2\kappa)$, the integrand gains a factor $\tau^s$. The substitution $u=\omega\tau$ then gives

$$S\propto\omega^{-1-s}\int_{\omega\tau_1}^{\omega\tau_2}\frac{u^s}{1+u^2}\,du .$$

For $|s|<1$ the integral converges when its limits go to 0 and $\infty$, so $S\propto f^{-(1+s)}$ well between the cutoffs. The neglected tails scale as $(\omega\tau_2)^{s-1}$ and $(\omega\tau_1)^{s+1}$, so the approach is slow when $|s|$ is near 1: for $s=0.9$ the slope at the middle frequency is $-1.84$ rather than $-1.9$. For $s=0.2$ the computed slope is $-1.1997$. A signal step $A(x)$ that varies with depth acts in the same way, since the spectrum contains the product $nA^2$.

**Exponential times.** If $\tau$ grew linearly with depth between the same limits, uniform depth would mean a uniform density in $\tau$, and

$$S\propto\int_{\tau_1}^{\tau_2}\frac{\tau\,d\tau}{1+\omega^2\tau^2}=\frac{1}{2\omega^2}\ln\frac{1+\omega^2\tau_2^2}{1+\omega^2\tau_1^2}.$$

Well between the cutoffs the logarithm is close to $2\ln(\omega\tau_2)$, so the slope is $-2+1/\ln(\omega\tau_2)$. At the middle frequency $\ln(\omega\tau_2)=L/2=9.4$, which gives $-1.89$, as computed. The slow traps dominate, and the spectrum is nearly $1/f^2$.

**The same $p(1-p)$ at every depth.** This factor was taken out of the integral over depth, which is allowed here because all traps have the same level relative to the Fermi level. An electric field across the barrier breaks this condition. A field of 1 MV/cm that raises the level with depth shifts it by 0.15 eV over the 15 angstrom, or six times $kT$, and $p(1-p)$ falls from 0.214 to about 0.001. The slope then departs from $-1$, as it does for a non-uniform density. Since $d\ln[p(1-p)]/dE=-(1-2p)/kT$, a total shift $\Delta E$ acts like a local exponent $s=-(1-2p)\,\Delta E/(kT\,L)$, with $L=18.8$ as above. For this field $\Delta E/(kT\,L)=0.32$, and the slope at the middle frequency is about $-0.70$. A shift of one $kT$ changes the slope by only about 0.05 or less. For a single level the slope therefore stays near $-1$ if the shift is small compared with $L\,kT$, while a constant strength $fS$ needs $p(1-p)$ itself to change little across the slab. If the levels are instead spread evenly over an energy range that extends many $kT$ to both sides of the Fermi level at every depth, and the change of $\tau$ with energy is neglected, the condition is restored: since $p(1-p)=-kT\,dp/dE$, the integral of $p(1-p)$ over energy is $kT$ at every depth.

**Enough traps per decade.** The example has 36.7 traps per decade of time, and with even spacing the sum is smooth. Even spacing needs far fewer: eight evenly spaced traps, about one per decade, keep $fS$ within roughly 6 percent of $K$ well between the cutoffs. Random depths are more demanding. If the 300 traps instead sit at independent random depths, $fS$ scatters from sample to sample. Each trap contributes to $fS$ in proportion to $h=2\omega\tau/(1+\omega^2\tau^2)$. Over all $\ln\tau$, the integral of $h$ is $\pi$ and that of $h^2$ is 2. With $\nu=n/(2\kappa)=15.9$ traps per unit of $\ln\tau$, the relative variance of $fS$ well between the cutoffs is therefore $2/(\pi^2\nu)-1/300=0.0094$, a standard deviation of about 10 percent. With four traps in the same slab, neighbours are separated by $\Delta=2\kappa\times3.75=4.71$ in $\ln\tau$. One trap contributes

$$\frac{fS_\tau}{K}=\frac{\Delta}{\pi}\,\frac{2\omega\tau}{1+\omega^2\tau^2},$$

where $K=p(1-p)/\Delta$ for this spacing. At $\omega\tau=1$ this is $\Delta/\pi=1.50$. Halfway between two traps, where $\omega\tau=e^{\pm\Delta/2}$, the two together give 0.56. Including all four traps, the computed extremes between the middle pair are 1.55 and 0.57. A small device with few traps can therefore show separate humps in $fS$. The spectrum $S$ itself, a sum of decreasing Lorentzians, still falls monotonically and shows them as shoulders.

**Independent traps.** The one-dimensional model describes one trap at a time, and $n$ counts traps spread over an area of the barrier. Traps with the same level on one line would not be independent. Two delta wells a distance $d$ apart obey $q=\kappa(1\pm e^{-qd})$, so their level splits by $\pm2\Phi e^{-\kappa d}$. For wells at 20 and 35 angstrom this is $\pm4.9\times10^{-4}$ eV, far above either width. Both states then have half their weight on the shallow well and decay in $1.0\times10^{-5}$ s, and the time of 753 s disappears. The traps must therefore be far enough apart laterally that tunnelling between them is slower than tunnelling to the reservoir and their Coulomb repulsion is small compared with $kT$. For these parameters that means separations of the order of 100 angstrom or more.

**The prefactor.** The value of $\tau_0$ belongs to elastic tunnelling in this one-dimensional model. If lattice relaxation lengthens all times by a common factor, both cutoffs fall by that factor, while $K$ and the number of decades stay the same. The positions of the cutoffs should therefore not be carried over to a real barrier without a model of that relaxation. The full set of values is in the numerical output below.

## Calculated quantities

```
effective mass: 0.5 electron masses
binding energy: 3.0 eV; reservoir kinetic energy: 1.0 eV
trap depths: 20.0 to 35.0 angstrom; density 20.0 per angstrom
number of traps: 300
level above Fermi level: 0.02 eV; kT: 0.025 eV
kappa: 0.6275 1/angstrom; 2 kappa: 1.2549 1/angstrom
reservoir wavenumber k: 0.3623 1/angstrom
tau0: 6.334e-17 s
occupation p: 0.3100; p(1-p): 0.2139
width at 10 angstrom: pole 3.6870e-05 eV, formula 3.6871e-05 eV
width at 20 angstrom: pole 1.3082e-10 eV, formula 1.3082e-10 eV
width at 35 angstrom: pole 8.7423e-19 eV, formula 8.7423e-19 eV
tau at 20 angstrom: 5.032e-06 s
tau at 25 angstrom: 2.671e-03 s
tau at 30 angstrom: 1.418e+00 s
tau at 35 angstrom: 7.529e+02 s
depth per decade of time: 1.835 angstrom
traps per decade of time: 36.7
lower cutoff f_lo: 2.114e-04 Hz; upper cutoff f_hi: 3.163e+04 Hz
decades between cutoffs: 8.18
1/f strength K: 3.4092 (electrons squared)
f (Hz) | trap sum (1/Hz) | arctan law (1/Hz) | f S/K
2.114e-05 | 1.0231e+04 | 1.0233e+04 | 0.0634
2.114e-04 | 8.0637e+03 | 8.0637e+03 | 0.5000
2.114e-03 | 1.5104e+03 | 1.5104e+03 | 0.9366
2.586e+00 | 1.3183e+00 | 1.3183e+00 | 0.9999
3.163e+03 | 1.0094e-03 | 1.0094e-03 | 0.9366
3.163e+04 | 5.3889e-05 | 5.3889e-05 | 0.5000
3.163e+05 | 6.8375e-07 | 6.8386e-07 | 0.0634
low-frequency plateau: 1.0267e+04 1/Hz
log slope at geometric mean frequency: -1.00000
1/f within 10 percent from 1.335e-03 Hz to 5.010e+03 Hz
variance from spectrum: 64.173; N p(1-p): 64.173
share of variance between cutoffs: 0.9379
thicker slab (18 to 40 angstrom), spectrum ratio: 1.00010
simulated signals / arctan law, three bands: 0.979, 1.004, 1.038
slope, density exp(eta x) with eta/(2 kappa) = 0.2: -1.1997
slope, times linear in depth: -1.8938
four traps only, f S/K between 0.570 and 1.552
```
